# Thermal determinant weights as Slater overlaps in a doubled orbital space

A system of electrons exchanging energy and particles with a reservoir has no single wave function and no fixed particle number. Auxiliary-field Monte Carlo describes it by a sum over fluctuating fields, and each field configuration carries a weight $\det(1+B)$, where $B$ is an orbital propagator. At zero temperature the corresponding weight is an overlap of two Slater determinants with a definite number of electrons. Is the thermal weight also such an overlap, and if so, between which states? It is, once every orbital is given a partner that is filled when the orbital is empty.

## Setting and theorem

Let $c_1,\dots,c_M$ annihilate fermions in $M$ orthonormal spin-orbitals, called physical. Add $M$ ancilla orbitals with annihilators $a_1,\dots,a_M$. All $2M$ operators obey the usual anticommutation relations, so the $a$'s anticommute with the $c$'s. The vacuum $|0\rangle$ is empty of both kinds. Define the unnormalized state

$$|I\rangle=\prod_{i=1}^{M}(c_i^\dagger+a_i^\dagger)|0\rangle ,\qquad \Phi=\begin{pmatrix}1\\1\end{pmatrix}.$$

It is one Slater determinant of $M$ particles in $2M$ orbitals. Column $i$ of the $2M\times M$ matrix $\Phi$ lists the amplitudes of the $i$th occupied orbital, physical rows first.

**Theorem.** (a) For every operator $O$ built from the $c_i$ and $c_i^\dagger$, $\langle I|O|I\rangle=\mathrm{Tr}\,O$, where the trace runs over the $2^M$-dimensional physical Fock space.

(b) Let $\hat U=\hat U_n\cdots\hat U_1$ with $\hat U_l=\exp\big(\sum_{ij}h^{(l)}_{ij}c_i^\dagger c_j\big)$, where the $h^{(l)}$ are any complex $M\times M$ matrices, and let $B=e^{h^{(n)}}\cdots e^{h^{(1)}}$. Then

$$\mathrm{Tr}\,\hat U=\langle I|\hat U|I\rangle=\det\!\left[\Phi^\dagger\begin{pmatrix}B\\1\end{pmatrix}\right]=\det(1+B).$$

Part (b) assumes exponents that are one-body and conserve particle number. Interactions enter later, through a sum over fields.

## Lemma 1: the trace as an expectation value

*Proof of (a).* Multiply out the product defining $|I\rangle$. Each factor supplies either $c_i^\dagger$ or $a_i^\dagger$. Let $S$ be the set of indices for which $c_i^\dagger$ is chosen, and $\bar S$ its complement. Moving all $c^\dagger$'s to the left costs a sign $s_S=\pm1$:

$$|I\rangle=\sum_S s_S\,C_S^\dagger A_{\bar S}^\dagger|0\rangle ,$$

where $C_S^\dagger$ and $A_{\bar S}^\dagger$ are ordered products of creators. Every $c_j$ annihilates $A_{\bar S}^\dagger|0\rangle$, because it anticommutes through the $a^\dagger$'s and reaches the vacuum. This state therefore acts as a vacuum for the physical operators, and

$$O\,C_S^\dagger A_{\bar S}^\dagger|0\rangle=\sum_R\langle R|O|S\rangle\,C_R^\dagger A_{\bar S}^\dagger|0\rangle .$$

The overlap with the term $T$ of $\langle I|$ vanishes unless $R=T$ and $\bar S=\bar T$. Hence $R=S=T$, the signs combine to $s_S^2=1$, and $\langle I|O|I\rangle=\sum_S\langle S|O|S\rangle=\mathrm{Tr}\,O$. ∎

With $O=1$ this gives $\langle I|I\rangle=2^M$. The normalized state $2^{-M/2}|I\rangle$ thus reproduces the average $2^{-M}\mathrm{Tr}\,O$, in which all Fock states are equally likely: the infinite-temperature ensemble at finite $\mu$. The expansion also shows how a state of fixed particle number can describe a grand-canonical ensemble. A term with $N$ physical particles has $M-N$ ancilla particles, so the physical number fluctuates while the total stays $M$.

## Lemma 2: a one-body exponential moves the orbitals

*Claim.* $\hat U|I\rangle$ is the Slater determinant with matrix $\begin{pmatrix}B\\1\end{pmatrix}$.

*Proof.* Take one factor, with exponent $A=\sum_{ij}h_{ij}c_i^\dagger c_j$. Since

$$[c_i^\dagger c_j,c_k^\dagger]=c_i^\dagger\{c_j,c_k^\dagger\}-\{c_i^\dagger,c_k^\dagger\}c_j=\delta_{jk}c_i^\dagger ,$$

we have $[A,c_k^\dagger]=\sum_i c_i^\dagger h_{ik}$. Put $c_k^\dagger(s)=e^{sA}c_k^\dagger e^{-sA}$. Differentiation gives

$$\frac{d}{ds}c_k^\dagger(s)=e^{sA}[A,c_k^\dagger]e^{-sA}=\sum_i c_i^\dagger(s)h_{ik},$$

whose solution at $s=1$ is $e^{A}c_k^\dagger e^{-A}=\sum_i c_i^\dagger(e^h)_{ik}$. Applying a second factor to this result gives

$$\hat U_2\hat U_1c_k^\dagger\hat U_1^{-1}\hat U_2^{-1}=\sum_j c_j^\dagger\big(e^{h^{(2)}}e^{h^{(1)}}\big)_{jk},$$

so the matrices multiply in the same order as the operators. For the whole product, $\hat Uc_k^\dagger\hat U^{-1}=\sum_i c_i^\dagger B_{ik}$.

An ancilla creator commutes with $A$, because it anticommutes with both operators in each term; so $\hat Ua_k^\dagger\hat U^{-1}=a_k^\dagger$. Finally $A|0\rangle=0$ gives $\hat U|0\rangle=|0\rangle$. Inserting $\hat U^{-1}\hat U$ between the factors of $|I\rangle$,

$$\hat U|I\rangle=\prod_k\Big(\sum_i c_i^\dagger B_{ik}+a_k^\dagger\Big)|0\rangle .\qquad ∎$$

A pairing term $c_i^\dagger c_j^\dagger$ in the exponent would spoil $\hat U|0\rangle=|0\rangle$. Part (a) would still hold, but this proof of (b) would not.

## Lemma 3: overlap of two determinants

*Claim.* Let $f_p$ run over all $2M$ annihilators, and let $|\Phi_X\rangle=\phi_1^{X\dagger}\cdots\phi_m^{X\dagger}|0\rangle$ with $\phi_k^{X\dagger}=\sum_p(\Phi_X)_{pk}f_p^\dagger$, for $X=L,R$. Then $\langle\Phi_L|\Phi_R\rangle=\det(\Phi_L^\dagger\Phi_R)$.

*Proof.* The anticommutators are numbers,

$$\{\phi_j^{L},\phi_k^{R\dagger}\}=\sum_p(\Phi_L)^*_{pj}(\Phi_R)_{pk}=S_{jk},\qquad S=\Phi_L^\dagger\Phi_R .$$

In $\langle0|\phi_m^L\cdots\phi_1^L\,\phi_1^{R\dagger}\cdots\phi_m^{R\dagger}|0\rangle$ move $\phi_1^L$ to the right until it annihilates the vacuum. Passing $k-1$ creators gives $(-1)^{k-1}$, and the anticommutator with the $k$th gives $S_{1k}$. What remains is the overlap of $m-1$ particles with row 1 and column $k$ removed from $S$. The sum over $k$ is the cofactor expansion of $\det S$ along its first row. For $m=1$ the overlap is $S_{11}$, so induction completes the proof. ∎

*Proof of (b).* Lemma 1 gives $\mathrm{Tr}\,\hat U=\langle I|\hat U|I\rangle$. Lemma 2 identifies $\hat U|I\rangle$, and Lemma 3 gives the determinant of

$$\begin{pmatrix}1&1\end{pmatrix}\begin{pmatrix}B\\1\end{pmatrix}=B+1 .\qquad ∎$$

The two terms have a direct meaning. For $M=1$ the weight is $1+b$: the 1 comes from the empty physical orbital with its ancilla filled, and $b$ from the filled one. For free particles with energies $\xi_k$ measured from the chemical potential, $B$ has eigenvalues $e^{-\beta\xi_k}$, and the theorem returns the Fermi gas result $\prod_k(1+e^{-\beta\xi_k})$.

**Remark (sign).** Rewriting a weight as an overlap leaves its value unchanged, and nothing in the proof makes that value positive. A random complex propagator with $M=4$ gives $\det(1+B)=2.597-9.531\,i$, equal to its Fock-space trace. Such a weight is not a probability.

## Corollary: one-body averages

For $\det S\neq0$ define $\langle f_p^\dagger f_q\rangle=\langle\Phi_L|f_p^\dagger f_q|\Phi_R\rangle/\langle\Phi_L|\Phi_R\rangle$. This is the derivative of $\ln\langle\Phi_L|e^{sf_p^\dagger f_q}|\Phi_R\rangle$ at $s=0$. The argument of Lemma 2, used in the doubled space, replaces $\Phi_R$ by $(1+sE_{pq})\Phi_R$ to first order, where $E_{pq}$ has a single 1 in row $p$, column $q$. With $d\ln\det S=\mathrm{tr}(S^{-1}dS)$,

$$\langle f_p^\dagger f_q\rangle=\mathrm{tr}\big(S^{-1}\Phi_L^\dagger E_{pq}\Phi_R\big)=\big[\Phi_RS^{-1}\Phi_L^\dagger\big]_{qp}.$$

For the thermal pair of determinants the matrix in brackets is

$$\begin{pmatrix}B\\1\end{pmatrix}(1+B)^{-1}\begin{pmatrix}1&1\end{pmatrix}=\begin{pmatrix}B(1+B)^{-1}&B(1+B)^{-1}\\(1+B)^{-1}&(1+B)^{-1}\end{pmatrix}.$$

Therefore $\mathrm{Tr}(c_i^\dagger c_j\hat U)/\mathrm{Tr}\,\hat U=[B(1+B)^{-1}]_{ji}$, while the ancilla block $(1+B)^{-1}$ describes the holes. The traces of the two diagonal blocks add to $M$, as particle conservation requires.

## Finite temperature and the limit of low temperature

Let $K=H-\mu N$ be Hermitian, with or without interactions, and set $|\Psi\rangle=e^{-\beta K/2}|I\rangle$. By part (a) and cyclicity,

$$\langle\Psi|O|\Psi\rangle=\mathrm{Tr}\big(e^{-\beta K/2}Oe^{-\beta K/2}\big)=\mathrm{Tr}\big(e^{-\beta K}O\big).$$

So $\langle\Psi|\Psi\rangle=Z$, and the physical part of this pure state has density operator $\rho=e^{-\beta K}/Z$. Since $\ln\rho=-\beta K-\ln Z$, its entanglement entropy with the ancillas, in units of $k_B$, is the thermal entropy:

$$-\mathrm{Tr}\,\rho\ln\rho=\beta\langle K\rangle+\ln Z .$$

Without interactions $|\Psi\rangle$ is, up to a constant phase, a determinant with one factor $e^{-\beta\xi_k/2}c_k^\dagger+a_k^\dagger$ per level, where the ancillas have been rotated to match the eigenorbitals. As $\beta\to\infty$, and apart from normalization, a level with $\xi_k<0$ leaves $c_k^\dagger$ and one with $\xi_k>0$ leaves $a_k^\dagger$. If no level lies at $\xi_k=0$, the physical part becomes the filled Fermi sea. A level at $\xi_k=0$ stays $c_k^\dagger+a_k^\dagger$ and keeps the entropy $\ln2$.

## Interactions as a sum of overlaps

Consider two Hubbard sites with $K=K_1+V$, where

$$K_1=-t\sum_\sigma(c_{1\sigma}^\dagger c_{2\sigma}+c_{2\sigma}^\dagger c_{1\sigma})-\mu N,\qquad V=U\sum_i n_{i\uparrow}n_{i\downarrow},\quad U>0 .$$

Here $U$ without a hat is the repulsion. Divide $\beta$ into $L$ slices of length $D$ and use $T(D)=e^{-DK_1/2}e^{-DV}e^{-DK_1/2}$. On each site

$$e^{-DUn_\uparrow n_\downarrow}=\tfrac12e^{-DU(n_\uparrow+n_\downarrow)/2}\sum_{x=\pm1}e^{gx(n_\uparrow-n_\downarrow)},\qquad\cosh g=e^{DU/2}.$$

To verify it, insert the occupations. The empty site gives 1. One electron gives $e^{-DU/2}\cosh g=1$. Two electrons give $e^{-DU}$, because the field term cancels. For $U>0$ the coupling $g$ is real.

Each slice has two sites and hence a prefactor $1/4$. Every field configuration gives a one-body product to which the theorem applies, and $B$ is block diagonal in spin:

$$\mathrm{Tr}\,T(D)^L=4^{-L}\sum_{\{x\}}\det(1+B_\uparrow)\det(1+B_\downarrow).$$

The remaining error comes from the slicing. Because $T(D)T(-D)=1$, $\ln T$ is odd in $D$, so $\ln T=-DK+D^3R+\dots$ with some operator $R$. After $L=\beta/D$ slices the exponent is $-\beta K+\beta D^2R+\dots$, and the error of $\ln Z$ is of order $D^2$ at fixed $\beta$.

**Remark (fixed particle number).** The factor $z^N$ is a one-body exponential that multiplies $B$ by $z$. Hence $\det(1+zB)=\sum_{n=0}^Mz^nZ_n$, where $Z_n$ is the trace of $\hat U$ over states with $n$ particles. With $z_m=e^{2\pi im/(M+1)}$, the sum $\sum_{m=0}^{M}z_m^{n-N}$ is $M+1$ for $n=N$ and zero for the other $n$ between 0 and $M$. Thus

$$Z_N=\frac1{M+1}\sum_{m=0}^Mz_m^{-N}\det(1+z_mB),$$

and summing over fields gives the part of $\mathrm{Tr}\,T(D)^L$ with $N$ particles. Because $K$ contains $-\mu N$, this part is the canonical partition function of the interacting system times $e^{\beta\mu N}$, up to the slicing error. In the doubled space this selects $M-N$ ancilla particles.

## Worked example

Take $t=1$ as the energy unit, $U=4$, $\mu=1$, $\beta=2$ and $L=4$, so $D=0.5$ and $g=1.6575$. There are $M=4$ spin-orbitals, the matrices of the Slater determinants are $8\times4$, and all $2^8=256$ field configurations can be summed.

Let the field be $+1$ on site 1 and $-1$ on site 2 in every slice. It favours spin up on site 1 and spin down on site 2:

$$B_\uparrow=\begin{pmatrix}160.1557&41.8159\\41.8159&10.9181\end{pmatrix}.$$

$B_\downarrow$ has the two diagonal entries exchanged. For a $2\times2$ matrix $\det(1+B)=1+\mathrm{tr}B+\det B$, so

$$\det(1+B_\uparrow)=1+160.1557+10.9181+0.0183=172.0921 .$$

The spin-down factor is equal. The product is $29615.69$, which agrees with the Fock-space trace of the same propagator, and division by $4^4=256$ gives the weight $115.686$. No weight among the 256 is larger, and the configuration with all fields reversed, which exchanges $B_\uparrow$ and $B_\downarrow$, has the same weight; the smallest is $0.0162$. All are positive here for a simple reason: the hopping factors have positive entries and the field factors positive diagonals, so each $B_\sigma$ has positive trace, and its determinant is positive because every factor is the exponential of a real matrix, with $\det e^{h}=e^{\mathrm{tr}\,h}$.

The weights add to $703.647$, equal to $\mathrm{Tr}\,T(D)^L$ computed in Fock space. The unsliced model has $Z=564.296$. The sliced value is 25% above it, an error of $0.221$ in $\ln Z$, and none of this comes from the determinant formula. From 16 to 32 slices the error of $\ln Z$ falls from $0.01489$ to $0.00373$, a factor $3.99$, as expected for order $D^2$.

The number-resolved sums locate the error:

$$Z_0,\dots,Z_4=1.000,\;111.196,\;589.413,\;2.037,\;0.0003 .$$

For $N=0,1,3,4$ the interaction is a constant ($0,0,U,2U$), so it commutes with the hopping and slicing causes no error. The whole excess, $703.6467-564.2963=139.3504$, therefore lies in $N=2$, whose unsliced value is $589.41345-139.35043=450.06302$. That sector is too large by 31%. The double occupancy per site, measured between slices as $\tfrac12\sum_i\mathrm{Tr}\big(n_{i\uparrow}n_{i\downarrow}T(D)^L\big)/\mathrm{Tr}\,T(D)^L$, is $0.0704$ against $0.0390$ in the unsliced model. Because $n_{i\uparrow}n_{i\downarrow}$ does not commute with $K_1$, the sliced value depends on where in the slice the operator is inserted. The densities per site are $0.921$ and $0.902$.

For the purified state of the unsliced model, $\langle K\rangle=-2.4021$ and $\ln Z=6.3356$, so the thermal entropy is $2(-2.4021)+6.3356=1.5314$. The entanglement entropy, found separately from the singular values of the state, is also $1.5314$. At infinite temperature it would be $4\ln2=2.7726$.

## Remark: keeping small scales at low temperature

At large $\beta$ the entries of $B$ are dominated by its largest scale. Rounding errors proportional to that scale can then bury the smaller ones, on which $\det(1+B)$ also depends. The doubled determinant offers a partial remedy. Write $\Phi=Q_0R_0$ with orthonormal columns in $Q_0$, and after each step $B_l=e^{h^{(l)}}$ factorize again:

$$\begin{pmatrix}B_l&0\\0&1\end{pmatrix}Q_{l-1}=Q_lR_l .$$

Multiplying the steps together gives $\begin{pmatrix}B\\1\end{pmatrix}=Q_nR_n\cdots R_0$, and hence

$$\det(1+B)=\det(\Phi^\dagger Q_n)\prod_{l=0}^n\det R_l .$$

Scales that grow above 1 are moved into the $R_l$ and collected as a sum of logarithms. Scales that shrink far below 1 stay mixed in the physical block of $Q_l$, where rounding can still bury them; this does harm if later steps make them grow again.

For one spin species on a six-site open chain, with $t=1$, $U=4$, $\mu=U/2$, $\beta=40$ and one random field history of 400 slices ($D=0.1$, each step a hopping factor times a field factor), 250-digit arithmetic gives $\ln\det(1+B)=260.1576$. The orthonormalized route in ordinary double precision gives the same digits. Direct multiplication in double precision gives $629.17$ for the logarithm of the modulus. The step matrices are identical, so the discrepancy is due to rounding. This single history does not bound the error, even for the same chain. With $x=-1$ on every site for the first 200 slices and $x=+1$ for the last 200, the fields cancel and $\ln\det(1+B)=\sum_k\ln(1+e^{-\beta\epsilon_k})=139.758$, with $\epsilon_k$ the hopping eigenvalues. The orthonormalized route then gives about $568$, while for the reverse order of the fields it is accurate. Histories that shrink the physical block and later regrow it need a factorization that also stores the small scales separately. The numerical output below gives further digits.

## Computed values

```
M = 4 spin-orbitals, <I|I> = 16.0 (dimensionless)
random complex propagator: Tr U   = 2.59658917-9.53088035j
random complex propagator: det(1+B) = 2.59658917-9.53088035j
t = 1.0, U = 4.0, mu = 1.0 (unit t); beta = 2.0 (1/t)
slices L = 4, D = 0.5 (1/t), field coupling g = 1.657454
field configurations summed: 256
shown configuration: +1 on site 1, -1 on site 2, every slice
  B_up row 1 = 160.155725 41.815928
  B_up row 2 = 41.815928 10.918062
  B_dn row 1 = 10.918062 41.815928
  B_dn row 2 = 41.815928 160.155725
  det B_up = 0.018316
  det(1+B_up) = 172.092103, det(1+B_dn) = 172.092103
  product = 29615.691832
  Fock-space trace = 29615.691832
  weight with prefactor 1/256 = 115.686296
smallest, largest weight = 0.016203, 115.686296
Z, sum of determinants = 703.64671739
Z, Trotter trace in Fock space = 703.64671739
Z, exact for the model = 564.29628989
ln Z Trotter error, 4 slices = 2.207e-01
ln Z Trotter error, 8 slices = 5.881e-02
ln Z Trotter error, 16 slices = 1.489e-02
ln Z Trotter error, 32 slices = 3.733e-03
error ratio, 16 to 32 slices = 3.989
density per site: fields 0.921012, Fock 0.921012, exact 0.901507
double occupancy per site: fields 0.070439, Fock 0.070439, exact 0.038968
N = 0: Z_N = 1.000000, probability = 0.001421
N = 1: Z_N = 111.196300, probability = 0.158029
N = 2: Z_N = 589.413451, probability = 0.837655
N = 3: Z_N = 2.036631, probability = 0.002894
N = 4: Z_N = 0.000335, probability = 0.000000
<K> exact for the model = -2.402086 (unit t)
entanglement entropy = 1.531406 (unit k_B)
thermal entropy = 1.531406 (unit k_B)
infinite-temperature entropy M ln 2 = 2.772589 (unit k_B)
chain: 6 sites, beta = 40.0 (1/t), 400 slices
ln det(1+B), 250-digit reference = 260.15760365
ln det(1+B), orthonormalized = 260.15760365
ln |det(1+B)|, direct product = 629.16532437
```
